# The small-component share of the hydrogen-like Dirac 1s norm: verification in Python

```python
"""
Result under test: for the Dirac ground state in V = -Z/r, the small
(lower) component carries the fraction (1 - gamma)/2 of the norm.
Hartree atomic units; c = speed of light, gamma = sqrt(1 - Z^2/c^2).
Spinor: upper pair F(r) u, lower pair i G(r) (sigma.n) u, with G = b F,
u = (1, 0), n = unit radial vector, b = (Z/c)/(1 + gamma).
The energy E = gamma c^2 includes the rest energy c^2.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.linalg import eigh

c = 1.0 / fine_structure

pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]], dtype=complex),
         np.array([[1, 0], [0, -1]], dtype=complex)]
zero = np.zeros((2, 2), dtype=complex)
alpha = [np.block([[zero, s], [s, zero]]) for s in pauli]
beta = np.diag([1.0, 1.0, -1.0, -1.0])


def analytic_spinor(position, Z, gamma, b):
    """Unnormalized four-component ground spinor at a Cartesian point."""
    x, y, z = position
    r = np.sqrt(x * x + y * y + z * z)
    F = (Z * r) ** (gamma - 1.0) * np.exp(-Z * r)
    return F * np.array([1.0, 0.0, 1j * b * z / r, 1j * b * (x + 1j * y) / r])


def dirac_residual(Z, gamma, b):
    """Size of (H - E) psi relative to binding energy times |psi|."""
    point = np.array([0.5, -0.4, 0.7]) / Z
    step = 1e-4 / Z
    psi = analytic_spinor(point, Z, gamma, b)
    h_psi = c**2 * (beta @ psi) - Z / np.linalg.norm(point) * psi
    for axis in range(3):
        shift = np.zeros(3)
        shift[axis] = step
        derivative = (analytic_spinor(point + shift, Z, gamma, b)
                      - analytic_spinor(point - shift, Z, gamma, b)) / (2 * step)
        h_psi = h_psi - 1j * c * (alpha[axis] @ derivative)
    binding = c**2 * (1.0 - gamma)
    return np.linalg.norm(h_psi - gamma * c**2 * psi) / (
        binding * np.linalg.norm(psi))


def diagonalize(Z, size=24):
    """Lowest electronic state in a Gaussian basis, without using gamma.

    Large functions exp(-a r^2), small functions r exp(-a r^2).
    Returns E - c^2, the small norm and G/F at r = 0.5/Z and 2/Z.
    """
    a = 0.015 * Z**2 * 2.2 ** np.arange(size)
    p = a[:, None] + a[None, :]
    overlap_large = np.sqrt(np.pi) / (4 * p**1.5)
    overlap_small = 3 * np.sqrt(np.pi) / (8 * p**2.5)
    potential_large = -Z / (2 * p)
    potential_small = -Z / (2 * p**2)
    # rows: small functions; columns: -c d/dr acting on large functions
    coupling = 2 * c * overlap_small * a[None, :]
    empty = np.zeros((size, size))
    metric = np.block([[overlap_large, empty], [empty, overlap_small]])
    hamiltonian = np.block([
        [potential_large, coupling.T],
        [coupling, potential_small - 2 * c**2 * overlap_small]])
    scale = 1 / np.sqrt(np.diag(metric))
    metric = metric * np.outer(scale, scale)
    hamiltonian = hamiltonian * np.outer(scale, scale)
    energies, vectors = eigh(hamiltonian, metric)
    # the lower half of the spectrum is the negative-energy branch
    v = vectors[:, size]
    small_norm = v[size:] @ metric[size:, size:] @ v[size:]
    coefficients = v * scale
    ratios = []
    for r in (0.5 / Z, 2.0 / Z):
        gaussians = np.exp(-a * r * r)
        F = coefficients[:size] @ gaussians
        G = coefficients[size:] @ (r * gaussians)
        ratios.append(G / F)
    return energies[size], small_norm, ratios


# Expansion of the fraction in x = Z/c
x = sp.symbols("x", positive=True)
series = sp.series((1 - sp.sqrt(1 - x**2)) / 2, x, 0, 6).removeO()
assert sp.expand(series - x**2 / 4 - x**4 / 16) == 0

print(f"speed of light c = {c:.6f} a.u.")
for Z in (1, 30, 80):
    gamma = np.sqrt(1.0 - (Z / c) ** 2)
    b = (Z / c) / (1.0 + gamma)
    fraction = (1.0 - gamma) / 2.0
    binding = c**2 * (1.0 - gamma)
    leading = (Z / c) ** 2 / 4.0

    residual = dirac_residual(Z, gamma, b)
    energy_num, fraction_num, ratios = diagonalize(Z)

    # finite-difference truncation limits the first test,
    # the finite Gaussian basis limits the others
    assert residual < 1e-4, (Z, residual)
    assert abs(-energy_num / binding - 1) < 5e-4, (Z, energy_num, binding)
    assert abs(fraction_num / fraction - 1) < 5e-4, (Z, fraction_num, fraction)
    for ratio in ratios:
        assert abs(ratio / b - 1) < 5e-3, (Z, ratio, b)

    print(f"Z = {Z}")
    print(f"  Z/c = {Z / c:.6f}")
    print(f"  gamma = {gamma:.8f}")
    print(f"  amplitude ratio b = G/F = {b:.6f}")
    print(f"  small fraction (1-gamma)/2 = {fraction:.5e}")
    print(f"  small fraction in percent = {100 * fraction:.5f} %")
    print(f"  small fraction, diagonalization = {fraction_num:.5e}")
    print(f"  leading estimate Z^2/(4c^2) = {leading:.5e}")
    print(f"  estimate too low by = {100 * (1 - leading / fraction):.4f} %")
    print(f"  binding energy c^2(1-gamma) = {binding:.5f} hartree")
    print(f"  binding energy, diagonalization = {-energy_num:.5f} hartree")
    print(f"  G/F at r=0.5/Z, diagonalization = {ratios[0]:.6f}")
    print(f"  G/F at r=2/Z, diagonalization = {ratios[1]:.6f}")
    print(f"  relative Dirac-equation residual = {residual:.1e}")

print("done: every assertion held")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
Z = 1
  Z/c = 0.007297
  gamma = 0.99997337
  amplitude ratio b = G/F = 0.003649
  small fraction (1-gamma)/2 = 1.33130e-05
  small fraction in percent = 0.00133 %
  small fraction, diagonalization = 1.33130e-05
  leading estimate Z^2/(4c^2) = 1.33128e-05
  estimate too low by = 0.0013 %
  binding energy c^2(1-gamma) = 0.50001 hartree
  binding energy, diagonalization = 0.50001 hartree
  G/F at r=0.5/Z, diagonalization = 0.003649
  G/F at r=2/Z, diagonalization = 0.003649
  relative Dirac-equation residual = 1.7e-06
Z = 30
  Z/c = 0.218921
  gamma = 0.97574268
  amplitude ratio b = G/F = 0.110804
  small fraction (1-gamma)/2 = 1.21287e-02
  small fraction in percent = 1.21287 %
  small fraction, diagonalization = 1.21287e-02
  leading estimate Z^2/(4c^2) = 1.19816e-02
  estimate too low by = 1.2129 %
  binding energy c^2(1-gamma) = 455.52491 hartree
  binding energy, diagonalization = 455.52486 hartree
  G/F at r=0.5/Z, diagonalization = 0.110802
  G/F at r=2/Z, diagonalization = 0.110814
  relative Dirac-equation residual = 6.0e-08
Z = 80
  Z/c = 0.583788
  gamma = 0.81190599
  amplitude ratio b = G/F = 0.322196
  small fraction (1-gamma)/2 = 9.40470e-02
  small fraction in percent = 9.40470 %
  small fraction, diagonalization = 9.40468e-02
  leading estimate Z^2/(4c^2) = 8.52022e-02
  estimate too low by = 9.4047 %
  binding energy c^2(1-gamma) = 3532.19209 hartree
  binding energy, diagonalization = 3532.18857 hartree
  G/F at r=0.5/Z, diagonalization = 0.322189
  G/F at r=2/Z, diagonalization = 0.322233
  relative Dirac-equation residual = 3.3e-08
done: every assertion held
```
